# Testing the Weyl count in a sphere and its curvature energy

## The problem

Independent particles of mass \(m\) move freely inside a ball of radius \(R\). The wall is hard: every wave function vanishes at \(r=R\). Let \(x=kR\), where \(\hbar^2k^2/2m\) is the energy, and measure energies in

\[
E_R=\frac{\hbar^2}{2mR^2},
\]

so that a level with wave number \(k\) has energy \(x^2\). Counts are per spin direction unless stated otherwise. The Weyl count claims that the smooth part of the number of levels below \(x\) is

\[
N(x)=ax^3-bx^2+cx,\qquad a=\frac{2}{9\pi},\quad b=\frac14,\quad c=\frac{2}{3\pi}.
\]

At fixed \(k\) the three terms grow as \(R^3\), \(R^2\) and \(R\). They are called the volume, surface and curvature terms.

**(a)** Derive the three coefficients from the spherical Bessel functions.

**(b)** Test the count against the zeros of these functions. Is the curvature term visible in the raw staircase?

**(c)** Find the curvature term of the kinetic energy when \(k\) and \(R\) are given.

**(d)** Find it when the particle number and \(R\) are given, and explain the difference from (c).

**(e)** Evaluate the kinetic energy of 1000 noninteracting electrons in a model sphere with \(R=2\) nm, and compare it with the sum over occupied levels.

## Hints

1. For (a), avoid counting near classical turning points. Study the sum of \(1/(x_i^2+\kappa^2)^2\) over all levels, with real \(\kappa\). It involves Bessel functions of imaginary argument, which do not oscillate.
2. The logarithmic derivative of such a function obeys a first-order equation that can be solved term by term for large order or large argument.
3. For (b), average the staircase over a range of \(x\). Average the polynomial in the same way, because averaging changes \(x^3\) and \(x^2\).
4. For (c), each level entering at \(x\) brings the energy \(x^2\).
5. For (d), first solve \(N(x)=n\) for \(x\) in descending powers of \(n^{1/3}\).

## Full solution

### (a) The three coefficients

The radial functions regular at the origin are \(j_l(kr)\), so the levels are the zeros \(x_{nl}\) of \(j_l\), each with weight \(2l+1\). Put \(\nu=l+\tfrac12\). Since \(j_l(x)\) is proportional to \(x^{-1/2}J_\nu(x)\), these are also the positive zeros of \(J_\nu\). The product formula over these zeros, taken at imaginary argument, reads

\[
\kappa^{-\nu}I_\nu(\kappa)=\text{const}\times\prod_n\left(1+\frac{\kappa^2}{x_{nl}^2}\right).
\]

With \(w=\kappa^2\), the derivative of its logarithm is

\[
S_\nu\equiv\sum_n\frac1{x_{nl}^2+w}=\frac{d}{dw}\ln\left[\kappa^{-\nu}I_\nu(\kappa)\right].
\]

Summed over \(l\), this diverges, because the number of levels per interval of \(x\) grows as \(x^2\). One more derivative gives a convergent quantity:

\[
G(\kappa)=\sum_l 2\nu\sum_n\frac{1}{(x_{nl}^2+w)^2}=-\sum_l2\nu\,\frac{dS_\nu}{dw}.
\]

**Large-order form.** Let \(y=\ln\kappa\) and \(s=\sqrt{\nu^2+\kappa^2}\). The Bessel equation becomes \(d^2I_\nu/dy^2=s^2I_\nu\), so \(P=d\ln I_\nu/dy\) satisfies

\[
P'+P^2=s^2,\qquad s'=\frac{\kappa^2}{s}=\frac{s^2-\nu^2}{s}.
\]

Write \(P=s+P_0+P_1+\dots\), each term smaller than the last by a factor of order \(1/s\). The sign \(+s\) belongs to the growing solution \(I_\nu\). The next order gives \(2sP_0+s'=0\), hence

\[
P_0=-\frac{s^2-\nu^2}{2s^2}=-\frac12+\frac{\nu^2}{2s^2}.
\]

The following order is \(2sP_1+P_0^2+P_0'=0\). Here

\[
P_0'=-\frac{\nu^2s'}{s^3}=-\frac{\nu^2}{s^2}+\frac{\nu^4}{s^4},\qquad
P_0^2=\frac14-\frac{\nu^2}{2s^2}+\frac{\nu^4}{4s^4},
\]

so that

\[
P_1=-\frac{s^4-6\nu^2s^2+5\nu^4}{8s^5}=-\frac{(s^2-\nu^2)(s^2-5\nu^2)}{8s^5}.
\]

Since \(d/dw=(2\kappa^2)^{-1}d/dy\), we have \(S_\nu=(P-\nu)/(2\kappa^2)\). The factor \(\kappa^2=s^2-\nu^2\) cancels in every term:

\[
S_\nu=\frac1{2(s+\nu)}-\frac1{4s^2}-\frac1{16s^3}+\frac{5\nu^2}{16s^5}+\dots
\]

Now differentiate, using \(ds/dw=1/(2s)\):

\[
-\frac{dS_\nu}{dw}=\frac1{4s(s+\nu)^2}-\frac1{4s^4}-\frac3{32s^5}+\frac{25\nu^2}{32s^7}+\dots
\]

**Sum over \(l\).** The values \(\nu=\tfrac12,\tfrac32,\dots\) are midpoints of unit cells. In each cell the midpoint value of a smooth function \(h\) equals its integral minus about \(h''/24\). Summing the cells gives

\[
\sum_l h(\nu)=\int_0^\infty h\,d\nu+\frac{h'(0)}{24}+\dots
\]

For \(h=2\nu f(\nu)\) the correction is \(f(0)/12\).

For the first term put \(\nu=\kappa\sinh u\). Then \(s=\kappa\cosh u\), \(d\nu=s\,du\) and \(s+\nu=\kappa e^u\), so

\[
\int_0^\infty\frac{2\nu\,d\nu}{4s(s+\nu)^2}=\frac1{2\kappa}\int_0^\infty\sinh u\,e^{-2u}du
=\frac1{4\kappa}\left(1-\frac13\right)=\frac1{6\kappa}.
\]

Its midpoint correction is \(\frac1{12}\cdot\frac1{4\kappa^3}=\frac1{48\kappa^3}\).

For the other terms use \(q=s^2\), \(2\nu\,d\nu=dq\). The second gives \(-\frac14\int_{\kappa^2}^\infty q^{-2}dq=-1/(4\kappa^2)\). The last two give

\[
\int_{\kappa^2}^{\infty}\left[-\frac{3}{32}q^{-5/2}+\frac{25}{32}(q-\kappa^2)q^{-7/2}\right]dq
=\frac1{\kappa^3}\left[-\frac1{16}+\frac{25}{32}\left(\frac23-\frac25\right)\right]=\frac{7}{48\kappa^3}.
\]

Their midpoint corrections are of order \(\kappa^{-4}\) or smaller. Altogether

\[
G(\kappa)=\frac1{6\kappa}-\frac1{4\kappa^2}+\frac1{6\kappa^3}+O(\kappa^{-4}).
\]

**Back to the count.** Assume that the smooth count has an expansion in descending powers of \(x\). For large \(\kappa\) the weight \(1/(x^2+\kappa^2)^2\) varies slowly, so \(G\) responds to this smooth part. For \(N=ax^3-bx^2+cx\),

\[
\int_0^\infty\frac{3ax^2-2bx+c}{(x^2+\kappa^2)^2}dx=\frac{3\pi a}{4\kappa}-\frac b{\kappa^2}+\frac{\pi c}{4\kappa^3}.
\]

Comparing powers gives \(a=2/(9\pi)\), \(b=1/4\) and \(c=2/(3\pi)\), as claimed.

Two numerical tests support this chain. For \(l=3\), \(\kappa=5\), the sum over zeros below 150 is \(2.8693\times10^{-4}\), against \(2.8696\times10^{-4}\) from ratios of Bessel functions. The gap is \(3.1\times10^{-8}\). The omitted zeros, spaced by nearly \(\pi\), contribute about \(\int_{150}^\infty dx/(\pi x^4)=3.1\times10^{-8}\), which accounts for it. Next, subtracting the first two terms from \(G\) gives a coefficient of \(\kappa^{-3}\) equal to 0.1656 at \(\kappa=20\) and 0.1662 at \(\kappa=40\). At \(\kappa=40\) the last digit is affected by the treatment of the terms with \(l\ge L=4000\): expanding the first term of the summand at large \(\nu\) gives an omitted contribution \(-\kappa^2/(24L^3)\) to \(G\), which lowers the coefficient to 0.1661. The values approach \(1/6=0.1667\).

### (b) The count against the zeros

There are 2776 distinct zeros below \(x=150\), representing 233404 levels per spin. At \(x=40\) the staircase stands at 4150 and the polynomial at 4135.6. The difference of 14.4 exceeds the whole curvature term, \(cx=8.5\). At \(x=20\) the difference is \(456-470.1=-14.1\), with the opposite sign.

Single steps are already large, since the weights \(2l+1\) reach the order of \(x\), so one value such as \(\pm14\) may reflect a single step. The typical deviation is larger than single steps alone would give, because levels of large weight enter in bunches: these are the shell oscillations. For \(x=20\) to 60 the root-mean-square deviation is 40.5, against a curvature term of 8.5 at the middle of the range. For \(x=110\) to 150 it is 231, against 27.6. Going to larger \(x\) therefore does not help over this range, since the oscillations grow faster than the term sought. Read point by point, the raw staircase confirms the leading growth but cannot test the curvature term; some averaging over \(x\) is needed.

Now average over \(x\) with a Gaussian weight of standard deviation \(\sigma=2\). The polynomial must receive the same treatment:

\[
\langle x^3\rangle=x^3+3\sigma^2x,\qquad \langle x^2\rangle=x^2+\sigma^2,\qquad\langle x\rangle=x.
\]

The first shift is itself linear in \(x\), with coefficient \(3a\sigma^2=0.85\), four times \(c\). Omitting it would ruin the test. The results are:

| \(x\) | averaged count | averaged Weyl | extracted \(c\) |
|---|---|---|---|
| 20 | 486.084 | 486.105 | 0.21116 |
| 40 | 4168.494 | 4168.515 | 0.21168 |
| 80 | 34700.453 | 34700.474 | 0.21195 |
| 120 | 118757.299 | 118757.320 | 0.21203 |

As an example of the extraction, at \(x=40\) the averaged volume and surface terms are

\[
0.0707355\,(64000+480)-\tfrac14(1600+4)=4160.03 .
\]

The averaged count exceeds this by 8.47, and \(8.47/40=0.212\). The prediction is \(2/(3\pi)=0.2122\).

The remaining difference is \(-0.021\) at all four points. It behaves as a constant next term in the count, and therefore shifts the extracted \(c\) by \(-0.021/x\). A constant \(d\) in \(N\) would add \(d/\kappa^4\) to \(G\), which agrees in sign and rough size with the small deficits found in (a). The steadiness of the difference also shows that the chosen width is sufficient here.

### (c) Kinetic energy at given \(k\) and \(R\)

Inside the ball the potential is zero, so the energy is all kinetic. Filling all levels up to \(x\), each at its energy \(x'^2\), gives the smooth energy per spin

\[
\frac{T}{E_R}=\int_0^x x'^2\frac{dN}{dx'}dx'
=\int_0^x\left(\frac{2x'^4}{3\pi}-\frac{x'^3}{2}+\frac{2x'^2}{3\pi}\right)dx'
=\frac{2x^5}{15\pi}-\frac{x^4}{8}+\frac{2x^3}{9\pi}.
\]

The curvature term at fixed \(k\) and \(R\) is therefore \(+\,2x^3/(9\pi)\), in units of \(E_R\). In ordinary units it is \((\hbar^2/2m)\,2k^3R/(9\pi)\), linear in \(R\) as a curvature term should be.

To extract it from the levels, average the true sum of \(x_{nl}^2\) as in (b), subtract the averaged first two terms, and divide by \(\langle x^3\rangle\). The coefficient found is 0.070741 at \(x=20\) and 0.070736 at \(x=120\). The prediction is 0.070736.

### (d) Kinetic energy at given particle number and \(R\)

Let \(n\) be the number of particles per spin, and define \(x_0\) by the volume term alone:

\[
ax_0^3=n,\qquad x_0=\left(\frac{9\pi n}{2}\right)^{1/3}.
\]

Divide \(N(x)=n\) by \(a\). Since \(b/a=9\pi/8\) and \(c/a=3\),

\[
x^3-\frac{9\pi}{8}x^2+3x=x_0^3.
\]

Insert \(x=x_0+\alpha+\beta/x_0+\dots\). The terms in \(x_0^2\) require \(3\alpha=9\pi/8\), so \(\alpha=3\pi/8\). Using \(9\pi/8=3\alpha\), the terms in \(x_0\) give

\[
3\alpha^2+3\beta-6\alpha^2+3=0\quad\Rightarrow\quad\beta=\alpha^2-1=\frac{9\pi^2}{64}-1.
\]

The positive \(\alpha\) means that the wall removes levels, so particles must be placed at higher \(k\).

Adding one particle costs the energy of the highest filled level:

\[
\frac1{E_R}\frac{dT}{dn}=x^2=x_0^2+2\alpha x_0+(\alpha^2+2\beta)+O(1/x_0),\qquad
\alpha^2+2\beta=3\alpha^2-2.
\]

Because \(x_0\propto n^{1/3}\), integration over \(n\) turns \(x_0^2\) into \(\tfrac35x_0^2n\) and \(x_0\) into \(\tfrac34x_0n\). Hence

\[
\frac{T}{nE_R}=\frac35x_0^2+\frac{9\pi}{16}x_0+\left(\frac{27\pi^2}{64}-2\right)+O(1/x_0).
\]

The curvature term is now \(27\pi^2/64-2=2.164\) in units of \(E_R\) per particle. Both spins have the same energy per particle, so the coefficient is unchanged for \(2n\) electrons.

**Why it differs from (c).** The Weyl term \(cx\) enters in two ways. At fixed \(k\) it adds \(2x^3/(9\pi)\), which is \(+n\) to leading order. But it also supplies extra levels, so at fixed \(n\) the filling limit drops by \(\delta x=-cx/(3ax^2)=-1/x\). The volume energy, whose derivative is \(3ax^4\), then changes by \(-3ax^3=-3n\). The net effect is \(n-3n=-2n\), the \(-2\) in the bracket. The positive part, \(27\pi^2/64\), is the surface term acting at second order. A quoted curvature energy therefore has a meaning only together with the variables held fixed.

**Tests.** Solving the cubic numerically at \(n=10^9\) gives 2.1642, against 2.1637 from the formula; this checks the algebra. To check the physics, fill the true levels, subtract the first two terms of \(T/(nE_R)\), and fit the rest to a constant plus a slope times \(1/x_0\). For \(x_0=20\) to 140 the constant is 2.157, within 0.4% of the formula. The slope, 3.49, is not predicted here. It collects the next smooth term and any part of the shell effect that does not average to zero at fixed number.

### (e) A sphere with 1000 electrons

For \(R=2.0\) nm, \(E_R=0.009525\) eV. With \(n=500\) per spin, \(x_0=19.19\). The common factor is \(1000\,E_R=9.525\) eV, and the three parts are

\[
\begin{aligned}
\text{volume:}&\quad 9.525\times0.6\times19.1916^2\to2104.9\ \text{eV},\\
\text{surface:}&\quad 9.525\times\tfrac{9\pi}{16}\times19.19\to323.0\ \text{eV},\\
\text{curvature:}&\quad 9.525\times2.164\to20.6\ \text{eV}.
\end{aligned}
\]

Their sum, taken before rounding, is 2448.6 eV. The sum over occupied levels is 2450.7 eV. If the last level is partly filled, its degeneracy makes the choice of states irrelevant to the energy.

Without the curvature term the estimate is low by 22.8 eV, or 0.9% of the level sum. With it, the estimate is low by 2.1 eV, or 0.09%. A \(1/x_0\) term with the slope fitted in (d) would amount to \(9.525\times3.49/19.19=1.7\) eV, the same order as this remainder. Their closeness is not a test: \(x_0\) lies just below the fitted range, and the shell energy of this particular filling, whose size was not computed, also enters the remainder.

The model has no electron interaction, no ionic potential and no spill-out through the wall. The level sum is the reference within this model, not the energy of a metal particle.

## Two variations

### 1. Growing the sphere at fixed mean density

**Question.** How do the three parts change when 1000 electrons become 8000 at the same mean density?

**Solution.** Let the total number be \(N_e=2n\), with \(R=\rho N_e^{1/3}\) and \(\rho\) fixed. Then \(E_R\propto N_e^{-2/3}\) and \(x_0\propto N_e^{1/3}\). Multiplying the energy per particle by \(N_e\) gives

\[
T_{\rm volume}\propto N_e,\qquad T_{\rm surface}\propto N_e^{2/3},\qquad T_{\rm curvature}\propto N_e^{1/3}.
\]

For a factor of 8 in number the radius doubles to 4 nm, and the parts grow by factors 8, 4 and 2. They become about 16839, 1292 and 41 eV. The curvature share falls from 0.8% to 0.2% of the three-term sum: it is a correction for small systems.

### 2. Measuring size by the interior density

**Question.** The density is depleted near a hard wall. Suppose the size is defined instead by the radius \(R_b\) of a uniform ball that holds the same particles at the bulk density belonging to \(k\). What are the surface and curvature terms then?

**Solution.** Put \(z=kR_b\). By definition \(az^3=n\), so \(z\) equals the \(x_0\) of part (d), and

\[
x=z+\alpha+\frac{\beta}{z}+\dots
\]

Thus \(R_b\) is smaller than \(R\) by about \(\alpha/k=3\pi/(8k)\). Measure the energy per spin in units of \(\hbar^2k^2/2m=x^2E_R\). Dividing the result of (c) by \(x^2\) gives

\[
\frac{T}{\hbar^2k^2/2m}=\frac{3a}{5}x^3-\frac{x^2}{8}+ax.
\]

Insert the expansion and use \(a\alpha=1/12\). The coefficient of \(z^2\) is

\[
\frac{9a\alpha}{5}-\frac18=\frac3{20}-\frac18=\frac1{40}.
\]

The coefficient of \(z\), with \(\alpha^2+\beta=2\alpha^2-1\), is

\[
\frac{9a}{5}(2\alpha^2-1)-\frac{\alpha}{4}+a
=\frac{3\alpha}{10}-\frac{\alpha}{4}-\frac{4a}{5}
=\frac{3\pi}{160}-\frac{8}{45\pi}.
\]

The two parts are 0.0589 and 0.0566, so they nearly cancel and leave about 0.002. The levels have not changed. Most of the curvature energy found in (d) has been absorbed into the choice of radius and density, which again shows that the convention belongs to the result.

The complete set of computed values is in the numerical output below.

## Calculated quantities

```
distinct zeros below x = 150: 2776
levels per spin below x = 150: 233404
first zero of j_2: 5.76346; radial grid: 5.76346
l=3, kappa=5: sum over zeros 2.869289e-04, Bessel ratio 2.869598e-04
kappa=20: G = 0.00772904, coefficient of 1/kappa^3 = 0.16561
kappa=40: G = 0.00401301, coefficient of 1/kappa^3 = 0.16621
predicted coefficient of 1/kappa^3: 0.16667
x=20-60: rms raw deviation 40.5, curvature term at x=40 8.5
x=110-150: rms raw deviation 231.1, curvature term at x=130 27.6
Gaussian averaging width in x: 2.0
x | raw count | Weyl | averaged count | averaged Weyl | c | kinetic coeff.
20 | 456 | 470.13 | 486.084 | 486.105 | 0.21116 | 0.070741
40 | 4150 | 4135.56 | 4168.494 | 4168.515 | 0.21168 | 0.070737
80 | 34604 | 34633.57 | 34700.453 | 34700.474 | 0.21195 | 0.070736
120 | 118698 | 118656.46 | 118757.299 | 118757.320 | 0.21203 | 0.070736
predicted c = 0.21221, predicted kinetic coefficient = 0.070736
curvature term per particle, formula: 2.1637 E_R
same from the cubic at n = 1e9: 2.1642 E_R
fit to filled levels, x0=20-140: intercept 2.157 E_R, slope 3.49 E_R
example: R = 2.0 nm, electrons = 1000, per spin = 500
E_R = 0.009525 eV, x0 = 19.1916
volume part: 2104.921 eV
surface part: 323.032 eV
curvature part: 20.610 eV
sum of three parts: 2448.563 eV
sum over occupied levels: 2450.710 eV
two-term sum minus level sum: -22.756 eV
three-term sum minus level sum: -2.147 eV
```
